**Magnon-phonon touching field and spin-current anomaly in YIG**

A magnon parabola $g\mu_BB+Dk^2$ touches the phonon line $\hbar ck$ at $B_T=(\hbar c)^2/(4Dg\mu_B)$, where $B$ is $\mu_0$ times the internal field, $D$ the stiffness, $c$ the transverse sound speed and $k$ the wavenumber. The program finds the touching field by minimizing the gap between the curves and asserts agreement with the formula; both give 2.6045 T for the stated inputs. It also asserts the equality of slopes, the crossings at 2.0 T, their absence at 3.0 T, and the sensitivities to $c$ and $D$. The magnetoelastic splitting formula is compared with the eigenvalues of the full linear equations of motion, and both give 3.832 rad/ns. Rough material values are used to size the shifts from dipolar forces, lattice curvature and a softer stiffness. A relaxation-time estimate asserts a spin-current peak near $B_T$ when phonons scatter ten times more slowly than magnons, and a dip when they scatter ten times faster. The output places these at 2.585 T and 2.580 T within a scan from 2.2 to 3.0 T; the percentages refer to magnons with $k<2k_T$, where $k_T=\hbar c/(2D)$, and are not predicted voltages.

## Check in Python

```python
# Result under test: a magnon parabola E = g muB B + D k^2 touches the phonon
# line E = hbar c k at the single field B_T = (hbar c)^2 / (4 D g muB).
# Also tested: magnetoelastic splitting of the two modes at the touching point,
# and the peak or dip that the mixing causes in a relaxation-time spin current.
# B: mu0 times internal field (T); D: stiffness; c: transverse sound speed;
# k: wavenumber (1/nm); energies in meV; q: phonon rate / magnon rate.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar

meV = 1e-3 * const.e
hbar = const.hbar
muB = const.physical_constants["Bohr magneton"][0]
g_factor = 2.0
D_SI, c = 8.5e-40, 3843.0
D = D_SI / meV * 1e18               # meV nm^2
hc = hbar * c / meV * 1e9           # meV nm
zeeman = g_factor * muB / meV       # meV/T
gamma = g_factor * muB / hbar       # rad/(s T)

# Derived formulas
B_T = hc**2 / (4 * D * zeeman)
k_T = hc / (2 * D)
E_T = hc**2 / (2 * D)


# Touching from its definition: the smallest gap between the curves vanishes
def smallest_gap(B):
    res = minimize_scalar(lambda k: zeeman * B + D * k**2 - hc * k,
                          bounds=(1e-6, 1.0), method="bounded",
                          options={"xatol": 1e-10})
    return res.fun


B_numeric = brentq(smallest_gap, 0.1, 10.0)
assert abs(B_numeric / B_T - 1) < 1e-8
k_numeric = minimize_scalar(lambda k: zeeman * B_numeric + D * k**2 - hc * k,
                            bounds=(1e-6, 1.0), method="bounded",
                            options={"xatol": 1e-10}).x
assert abs(k_numeric / k_T - 1) < 1e-5
assert abs(hc * k_numeric / E_T - 1) < 1e-5
assert abs(2 * zeeman * B_numeric / E_T - 1) < 1e-8
step = 1e-4
slope = D * ((k_numeric + step)**2 - (k_numeric - step)**2) / (2 * step)
assert abs(slope / hc - 1) < 1e-5

# Crossings below and above the touching field
B_low, B_high = 2.0, 3.0
roots_low = np.sort(np.roots([D, -hc, zeeman * B_low]))
roots_high = np.roots([D, -hc, zeeman * B_high])
s_low = np.sqrt(1 - B_low / B_T)
assert np.allclose(roots_low, k_T * np.array([1 - s_low, 1 + s_low]))
assert np.all(np.abs(np.imag(roots_high)) > 1e-3)

# Sensitivity, checked by recomputing the touching field with changed inputs
def touching_field(field_at_k):
    res = minimize_scalar(lambda k: -field_at_k(k), bounds=(0.05, 0.6),
                          method="bounded", options={"xatol": 1e-10})
    return -res.fun


change = 1e-3
B_c = touching_field(lambda k: (hc * (1 + change) * k - D * k**2) / zeeman)
B_D = touching_field(lambda k: (hc * k - D * (1 + change) * k**2) / zeeman)
assert abs((B_c / B_T - 1) / change - 2) < 0.01
assert abs((B_D / B_T - 1) / change + 1) < 0.01
shift_soft = touching_field(
    lambda k: (hc * k - 0.95 * D * k**2) / zeeman) - B_T

# Rough typical garnet values, used only to size neglected effects
M = 1.4e5            # magnetization, A/m
rho = 5.2e3          # mass density, kg/m^3
b = 7e5              # magnetoelastic constant, J/m^3
a = 1.24             # lattice period, nm
alpha = 1e-4         # Gilbert damping
T = 50.0             # temperature, K
mu0M = const.mu_0 * M
dip = zeeman * mu0M


# Dipolar ellipticity for k perpendicular to the field: E^2 = A (A + dip)
def field_dipolar(k):
    A = -dip / 2 + np.sqrt(dip**2 / 4 + (hc * k)**2)
    return (A - D * k**2) / zeeman


def magnon_chain(k):
    return 2 * D * (1 - np.cos(k * a)) / a**2


def phonon_chain(k):
    return 2 * hc * np.sin(k * a / 2) / a


shift_dip = touching_field(field_dipolar) - B_T
shift_mag = touching_field(lambda k: (hc * k - magnon_chain(k)) / zeeman) - B_T
shift_ph = touching_field(lambda k: (phonon_chain(k) - D * k**2) / zeeman) - B_T
shift_both = touching_field(
    lambda k: (phonon_chain(k) - magnon_chain(k)) / zeeman) - B_T
assert shift_dip < 0 and shift_mag > 0 and shift_ph < 0
assert abs(shift_both) < 1e-7
assert max(abs(shift_dip), shift_mag, abs(shift_ph)) < 0.05 * B_T

# Magnetoelastic coupling rate at the touching point, derived formula
k_SI = k_T * 1e9
omega = c * k_SI
Omega = np.sqrt(gamma * b**2 * k_SI / (2 * M * rho * c))
# Full linear equations for (mx, my, k ux, k uy, k vx/omega, k vy/omega)
w = omega / 1e12
torque = gamma * b / M / 1e12
force = k_SI**2 * b / (rho * omega) / 1e12
motion = np.zeros((6, 6), complex)
precession = gamma * B_T / 1e12 + D_SI * k_SI**2 / hbar / 1e12
motion[0, 1], motion[1, 0] = -precession, precession
motion[0, 3], motion[1, 2] = -1j * torque, 1j * torque
motion[2, 4] = motion[3, 5] = w
motion[4, 2] = motion[5, 3] = -w
motion[4, 0] = motion[5, 1] = 1j * force
eigenvalues = np.linalg.eigvals(motion)
assert np.max(np.abs(eigenvalues.real)) < 1e-6
freqs = np.sort(eigenvalues.imag[eigenvalues.imag > 0])
assert len(freqs) == 3
splitting = (freqs[2] - freqs[0]) * 1e12
assert abs(splitting / (2 * Omega) - 1) < 0.01
assert abs(freqs[1] / w - 1) < 1e-4    # counter-rotating phonon stays bare
magnon_rate = 2 * alpha * omega
assert 10 * magnon_rate < splitting

# Equal-velocity lifetime sum against its closed form
for q in (0.1, 1.0, 10.0):
    for W in (0.03, 0.2, 0.5, 0.8):
        direct = W / (W + q * (1 - W)) + (1 - W) / (1 - W + q * W) - 1
        p = W * (1 - W)
        closed = (1 - q**2) * p / (q + (1 - q)**2 * p)
        assert abs(direct - closed) < 1e-12

# Spin-current excess from diagonalized modes, k up to 2 k_T
kgrid = np.linspace(0.01, 2.0, 4000) * k_T
coupling = hbar * Omega / meV * np.sqrt(kgrid / k_T)
kT = const.k * T / meV


def dn_dT(E):
    x = E / kT
    return x / (4 * T * np.sinh(x / 2)**2)


def excess(B, ratios):
    Em = zeeman * B + D * kgrid**2
    H = np.zeros((len(kgrid), 2, 2))
    H[:, 0, 0], H[:, 1, 1] = Em, hc * kgrid
    H[:, 0, 1] = H[:, 1, 0] = coupling
    E, V = np.linalg.eigh(H)
    W = V[:, 0, :]**2
    dcoupling = coupling / (2 * kgrid)
    v = (W * (2 * D * kgrid)[:, None] + (1 - W) * hc
         + 2 * V[:, 0, :] * V[:, 1, :] * dcoupling[:, None])
    bare = np.sum(kgrid**2 * (2 * D * kgrid)**2 * dn_dT(Em))
    out = []
    for q in ratios:
        tau = 1 / (W + q * (1 - W))
        mixed = np.sum(kgrid[:, None]**2 * W * v**2 * tau * dn_dT(E))
        out.append(100 * (mixed / bare - 1))
    return out


ratios = (0.1, 1.0, 10.0)
fields = np.linspace(2.2, 3.0, 161)
signal = np.array([excess(B, ratios) for B in fields])
at_touch = excess(B_T, ratios)
i_peak, i_dip = np.argmax(signal[:, 0]), np.argmin(signal[:, 2])
coupling_field = Omega / gamma
assert signal[i_peak, 0] > 0 > signal[i_dip, 2]
assert abs(fields[i_peak] - B_T) < 5 * coupling_field
assert abs(fields[i_dip] - B_T) < 5 * coupling_field
assert abs(at_touch[1]) < 0.05 * at_touch[0]

occupation = 1 / np.expm1(E_T / kT)
print(f"Stiffness D (given)            {D_SI:.2e} J m^2")
print(f"Sound speed c (given)          {c:.0f} m/s")
print(f"g factor                       {g_factor:.1f}")
print(f"D                              {D:.4f} meV nm^2")
print(f"hbar c                         {hc:.4f} meV nm")
print(f"Zeeman energy per tesla        {zeeman:.5f} meV/T")
print(f"Touching field, formula        {B_T:.4f} T")
print(f"Touching field, minimization   {B_numeric:.4f} T")
print(f"Touching wavenumber            {k_T:.4f} 1/nm")
print(f"Touching wavelength            {2*np.pi/k_T:.2f} nm")
print(f"Touching energy                {E_T:.4f} meV")
print(f"Touching frequency             {omega/(2*np.pi)/1e9:.1f} GHz")
print(f"Zeeman part of energy          {zeeman*B_T:.4f} meV")
print(f"Crossings at {B_low:.1f} T: {roots_low[0]:.4f}, {roots_low[1]:.4f} 1/nm")
print(f"Real crossings at {B_high:.1f} T        "
      f"{np.sum(np.abs(np.imag(roots_high)) < 1e-9)}")
print("Rough values for neglected effects:")
print(f"Magnetization                  {M:.1e} A/m")
print(f"mu0 M                          {mu0M:.3f} T")
print(f"Density                        {rho:.1e} kg/m^3")
print(f"Magnetoelastic constant        {b:.1e} J/m^3")
print(f"Lattice period                 {a:.2f} nm")
print(f"Gilbert damping                {alpha:.0e}")
print(f"Temperature                    {T:.0f} K")
print("Shifts of touching field:")
print(f"Dipolar, k perpendicular       {shift_dip:+.4f} T")
print(f"Magnon curvature alone         {shift_mag:+.4f} T")
print(f"Phonon curvature alone         {shift_ph:+.4f} T")
print(f"Stiffness 5% lower             {shift_soft:+.4f} T")
print(f"Coupling rate Omega            {Omega/1e9:.3f} rad/ns")
print(f"Splitting, formula 2 Omega     {2*Omega/1e9:.3f} rad/ns")
print(f"Splitting, full equations      {splitting/1e9:.3f} rad/ns")
print(f"Splitting energy               {hbar*splitting/meV*1e3:.2f} ueV")
print(f"Omega/gamma as a field         {coupling_field:.4f} T")
print(f"Magnon decay rate              {magnon_rate/1e9:.3f} 1/ns")
print(f"Thermal energy kT              {kT:.3f} meV")
print(f"Thermal occupation at touching {occupation:.2f}")
print("Spin-current excess (k < 2 k_T), % of uncoupled:")
for j, q in enumerate(ratios):
    print(f"q={q:4.1f}: 2.2 T {signal[0, j]:+.3f}, B_T {at_touch[j]:+.3f}, "
          f"3.0 T {signal[-1, j]:+.3f} %")
print(f"Peak for q=0.1: {fields[i_peak]:.3f} T, {signal[i_peak, 0]:+.3f} %")
print(f"Dip for q=10:   {fields[i_dip]:.3f} T, {signal[i_dip, 2]:+.3f} %")
print("all assertions hold")
```

It prints:

```
Stiffness D (given)            8.50e-40 J m^2
Sound speed c (given)          3843 m/s
g factor                       2.0
D                              5.3053 meV nm^2
hbar c                         2.5295 meV nm
Zeeman energy per tesla        0.11577 meV/T
Touching field, formula        2.6045 T
Touching field, minimization   2.6045 T
Touching wavenumber            0.2384 1/nm
Touching wavelength            26.36 nm
Touching energy                0.6030 meV
Touching frequency             145.8 GHz
Zeeman part of energy          0.3015 meV
Crossings at 2.0 T: 0.1235, 0.3532 1/nm
Real crossings at 3.0 T        0
Rough values for neglected effects:
Magnetization                  1.4e+05 A/m
mu0 M                          0.176 T
Density                        5.2e+03 kg/m^3
Magnetoelastic constant        7.0e+05 J/m^3
Lattice period                 1.24 nm
Gilbert damping                1e-04
Temperature                    50 K
Shifts of touching field:
Dipolar, k perpendicular       -0.0872 T
Magnon curvature alone         +0.0195 T
Phonon curvature alone         -0.0186 T
Stiffness 5% lower             +0.1371 T
Coupling rate Omega            1.916 rad/ns
Splitting, formula 2 Omega     3.832 rad/ns
Splitting, full equations      3.832 rad/ns
Splitting energy               2.52 ueV
Omega/gamma as a field         0.0109 T
Magnon decay rate              0.183 1/ns
Thermal energy kT              4.309 meV
Thermal occupation at touching 6.66
Spin-current excess (k < 2 k_T), % of uncoupled:
q= 0.1: 2.2 T +2.398, B_T +6.198, 3.0 T +0.138 %
q= 1.0: 2.2 T -0.625, B_T -0.098, 3.0 T -0.009 %
q=10.0: 2.2 T -4.441, B_T -6.605, 3.0 T -0.188 %
Peak for q=0.1: 2.585 T, +7.022 %
Dip for q=10:   2.580 T, -7.589 %
all assertions hold
```
